# Why the Most Abundant Defect Need Not Dominate Self-Diffusion

Suppose that vacancies outnumber self-interstitials almost three to one in a hot crystal, and that its self-diffusion is therefore credited to vacancies. The activation energy read from the tracer data is then split into a vacancy formation energy and a vacancy migration energy. In the example worked below, this gives a vacancy migration energy of 0.81 eV where the true one is 0.45 eV. It also leads to the expectation that removing vacancies nearly stops self-diffusion, when four fifths of it would remain if the number of interstitials stayed the same.

The belief behind these errors is that the most abundant native defect dominates self-diffusion. It is tempting because part of it is right. In a nearly perfect crystal an atom waits for a defect to arrive before it moves, so doubling the number of one kind of defect doubles that defect's contribution. For a single kind of defect, more defects do mean more diffusion. The mistake enters when two kinds are compared by number alone. An atom's displacement depends on how many defects there are and also on how often, and how far, each one moves atoms.

## Counting the defects

Let the crystal have $N$ lattice sites and $n$ defects of one kind, each costing a free energy $g=E_f-TS$. Here $E_f$ is the formation energy and $S$ the formation entropy, which excludes the entropy of choosing the sites. That choice can be made in $W=N!/[n!(N-n)!]$ ways, so the free energy is

$$F=ng-k_BT\ln W .$$

For large numbers, Stirling's formula gives $d\ln n!/dn=\ln n$, hence $d\ln W/dn=\ln[(N-n)/n]$. Setting $dF/dn=0$ gives

$$g=k_BT\ln\frac{N-n}{n},\qquad c=\frac nN=\frac{1}{e^{g/k_BT}+1}\approx e^{S/k_B}e^{-E_f/k_BT}.$$

The last form holds when $c\ll1$. This dilute form serves both for vacancies (V) and for interstitials (I) at tetrahedral sites, because the diamond lattice has one such site per atom. For vacancies formed from a surface it is the number of atoms that is fixed, and each vacancy adds a site; that count gives $c=e^{-g/k_BT}$ directly, which agrees with the form above when $c\ll1$. The defects are taken as neutral, independent and in equilibrium.

## From a moving defect to a moving atom

Let a defect make jumps $\mathbf s_1,\mathbf s_2,\dots$ of length $d$ at total rate $\Gamma$. After $m$ jumps,

$$\langle R^2\rangle=\sum_i\langle s_i^2\rangle+2\sum_{i<j}\langle\mathbf s_i\cdot\mathbf s_j\rangle=md^2 .$$

The cross terms vanish because, from any site, the possible jumps are equally likely and add to zero. With $m=\Gamma t$ and the definition $\langle R^2\rangle=6Dt$, the defect diffusivity is $D=\Gamma d^2/6$.

Let $a$ be the cubic lattice constant, and let $\mathbf t_0,\dots,\mathbf t_3$ be the vectors $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$, $(-1,-1,1)$ in units of $a/4$. They satisfy

$$\mathbf t_k\cdot\mathbf t_k=3,\qquad \mathbf t_k\cdot\mathbf t_j=-1\ (k\ne j),\qquad \sum_k\mathbf t_k=0 .$$

A vacancy jumps to a nearest lattice site, so $d_V^2=3a^2/16$.

The interstitial is assumed to move by kick-out. It enters one of the four adjacent lattice sites and pushes the atom there into one of that site's other three tetrahedral neighbours. The defect moves by $\mathbf t_i-\mathbf t_j$ with $i\neq j$, whose square is $3+3+2=8$ units, so $d_I^2=a^2/2$.

Now follow the atoms. A vacancy jump moves one atom. With $c_V$ vacancies per site, an average atom jumps at rate $c_V\Gamma_V$. If its jumps were independent, its diffusion coefficient would be

$$\frac{c_V\Gamma_Vd_V^2}{6}=c_VD_V .$$

An interstitial jump moves two atoms, each by a squared distance $3a^2/16$. An average atom then jumps at rate $2c_I\Gamma_I$, and independent jumps would give

$$\frac{2c_I\Gamma_I}{6}\,\frac{3a^2}{16}=\frac34\,c_I\,\frac{\Gamma_I}{6}\,\frac{a^2}{2}=\frac34\,c_ID_I .$$

In this mechanism an interstitial stays on one of two families of tetrahedral sites and displaces atoms of one sublattice. Half the interstitials serve half the atoms, so the average is unchanged.

Concentration and diffusivity therefore enter as a product. What remains is to allow for atomic jumps that partly undo earlier ones.

## Correlation for the vacancy

After an atom exchanges places with a vacancy, the vacancy sits right behind it, and a reversal is more likely than any other next jump. Let $q$ be the mean cosine between successive jumps of the atom. The surroundings have threefold symmetry about the last jump, so the mean next jump is parallel to it and equals $q$ times it. Repeating the argument, jumps $k$ steps apart have mean cosine $q^k$. Over many jumps the squared displacement is multiplied by

$$f_V=1+2\sum_{k=1}^{\infty}q^k=\frac{1+q}{1-q}.$$

To find $q$, put the atom at the origin O and the vacancy at the neighbour $n_0$ it has just reached. Let $P_0$ be the probability that the vacancy next exchanges with the atom from $n_0$, and $P_1$ the probability for each of the other three neighbours. The cosines are $-1$ and $+1/3$, so

$$q=-P_0+3P_1\cdot\tfrac13=-(P_0-P_1).$$

Each visit to a neighbour of O leads to an exchange with probability 1/4, so $4(P_0-P_1)$ is a difference of mean visit numbers: visits to $n_0$ by a vacancy starting at $n_0$, minus those by one starting at another neighbour $n_1$. Give these two starts the weights $+1$ and $-1$. A reflection that exchanges $n_0$ and $n_1$ leaves O in place, so the weights arriving at O cancel. Stopping the walk at O then makes no difference, and visit numbers of the free walk can be used.

Let $G_0$, $G_1$, $G_2$ be the mean numbers of visits of a free walk to its starting site, to a nearest neighbour and to a second neighbour. Each visit other than the start comes from an adjacent site with probability 1/4, and a nearest neighbour of the start is itself adjacent to the start and to three second neighbours. Hence

$$G_0=1+G_1,\qquad G_1=\tfrac14(G_0+3G_2).$$

The second equation gives $3G_2=4G_1-G_0=3G_0-4$, so $G_0-G_2=4/3$. Since $n_0$ and $n_1$ are second neighbours, $4(P_0-P_1)=4/3$. Therefore $q=-1/3$ and $f_V=(2/3)/(4/3)=1/2$.

## Correlation for the interstitial

Here an atom alternates between entering the lattice and being pushed out of it. An entering jump goes in any of four directions with equal probability, whatever came before, so it is uncorrelated with earlier jumps. A leaving jump can remember the entering jump just before it, but nothing earlier, because that entering jump was itself random. Let $q_I$ be the mean cosine for entering followed by leaving. Half of all successive pairs are of this kind, so the squared displacement is multiplied by $1+2\cdot\frac12q_I$, and

$$f_I=\tfrac34(1+q_I).$$

Put the atom at the lattice site O, with tetrahedral neighbours $T_k$ at $-\mathbf t_k$. It has entered from $T_0$, a displacement $+\mathbf t_0$, and has pushed the previous occupant to $T_1$, $T_2$ or $T_3$. If an interstitial later pushes it out from $T_k$, its mean displacement is

$$-\tfrac13\sum_{j\ne k}\mathbf t_j=\tfrac13\mathbf t_k .$$

Let $V_k$ be the mean number of visits of the interstitial to $T_k$ before this happens. Each visit leads to the push with probability 1/4. Dividing the scalar product with $\mathbf t_0$ by the squared length 3,

$$q_I=\sum_k\frac{V_k}{4}\,\frac{\mathbf t_k\cdot\mathbf t_0}{9}=\frac{3V_0-V_1-V_2-V_3}{36}.$$

For an interstitial starting at one $T_k$, let $A$ be the mean number of visits to that site and $B$ the number to each of the other three. The actual start is $T_1$, $T_2$ or $T_3$ with probability 1/3 each, so $V_0=B$ and $V_1+V_2+V_3=A+2B$. This gives $q_I=-(A-B)/36$.

Signed starts help again. With weight $+1$ at $T_0$ and $-1$ at $T_1$, the net visits to these sites are $x=A-B$ and $-x$. A free walk would also contain steps through O, each with probability 1/12. They would bring $-x/12$ to $T_0$ and $+x/12$ to $T_1$, and would cancel at $T_2$ and $T_3$. In the real problem these steps are missing, because the walk ends when O is chosen. It is thus equivalent to a free walk with starting weights $\pm(1+x/12)$. For the free walk, all twelve neighbours of a site are equivalent, so visits to the start exceed visits to a neighbour by exactly 1, as in $G_0=1+G_1$. Hence

$$x=1+\frac{x}{12},\qquad x=\frac{12}{11},\qquad q_I=-\frac1{33},\qquad f_I=\frac34\cdot\frac{32}{33}=\frac8{11}\approx0.727 .$$

Most of the reduction below 1 is the factor 3/4, which arises because two short atomic jumps replace one longer defect jump. This value belongs to the assumed kick-out path; another path would have its own factor.

## The condition that replaces the belief

When both defects are dilute, an atom's encounters with them are independent, and the squared displacements add:

$$D^*=f_Vc_VD_V+f_Ic_ID_I .$$

With the defects themselves uniformly distributed, the tracer flux is $-D^*\nabla C^*$, where $C^*$ is the tracer concentration, and each term gives the part carried by one defect. The rarer interstitial carries more than the vacancy when

$$\frac{f_ID_I}{f_VD_V}>\frac{c_V}{c_I}.$$

If the two products $fD$ are equal, abundance decides, and the belief is correct. Otherwise the advantage in mobility must be compared with the disadvantage in number.

The sum can be examined by following every atom. A simulated crystal of 1000 sites held three vacancies and one interstitial, with recombination switched off and the interstitial jumping twice as often as each vacancy. In units of $(a/4)^2$ per vacancy jump time, the mean squared displacement per atom multiplied by the number of sites should grow at the rate

$$\tfrac12\cdot3\cdot3+\tfrac8{11}\cdot2\cdot8=4.50+11.64=16.14 .$$

The simulation gave 16.12. Separate runs gave 4.49 for the vacancies alone and 11.43 for the interstitial alone, the latter 2% below the formula. That gap is about twice the estimated sampling noise of 0.8%; the finite cell itself changes $f_I$ by less than 0.1%. One interstitial moved the atoms more than three vacancies did.

## A case near the melting range of silicon

The following are round parameters in the rough regime of silicon, with $a=0.54$ nm. Both formation energies are 4.0 eV. The formation entropies are $10k_B$ for the vacancy and $9k_B$ for the interstitial. The diffusivities are $D_X=D_{0X}e^{-E_{m,X}/k_BT}$, with

- vacancy: $D_0=0.001$ cm²/s, $E_m=0.45$ eV;
- interstitial: $D_0=0.2$ cm²/s, $E_m=0.90$ eV.

Because the formation energies are equal, $c_V/c_I=e^{10-9}=2.72$ at every temperature. The abundance ratio is thereby held fixed while the mobilities change.

At 1600 K, $k_BT=0.138$ eV. The concentrations are $2.8\times10^{14}$ cm⁻³ for vacancies and $1.0\times10^{14}$ cm⁻³ for interstitials, or $5.54\times10^{-9}$ and $2.04\times10^{-9}$ per site. The contributions are

$$f_Vc_VD_V=0.5\,(5.54\times10^{-9})(3.82\times10^{-5})=1.1\times10^{-13}\ \text{cm}^2/\text{s},$$

$$f_Ic_ID_I=0.727\,(2.04\times10^{-9})(2.93\times10^{-4})=4.3\times10^{-13}\ \text{cm}^2/\text{s}.$$

The interstitial's advantage in $fD$ is 11.1, which exceeds the abundance ratio of 2.72. It carries $11.1/2.72=4.1$ times as much tracer flux as the vacancy, or 80% of the total $D^*=5.4\times10^{-13}$ cm²/s.

At 1000 K the same crystal gives the other answer. The diffusivities are now nearly equal, $5.4\times10^{-6}$ cm²/s for the vacancy and $5.8\times10^{-6}$ cm²/s for the interstitial. The advantage in $fD$ has fallen to 1.57, below 2.72. The contributions are $4.1\times10^{-22}$ and $2.4\times10^{-22}$ cm²/s, and the interstitial's share is 37%. The abundant defect leads, although it is no more abundant, relative to its rival, than before.

The temperature of equal shares follows by writing each contribution as $A_Xe^{-Q_X/k_BT}$, with $A_X=f_Xe^{S_X/k_B}D_{0X}$ and $Q_X=E_{f,X}+E_{m,X}$. Equating the two and taking logarithms gives

$$k_BT_x=\frac{Q_I-Q_V}{\ln(A_I/A_V)}=\frac{4.90-4.45}{\ln[(0.727/0.5)\,e^{-1}\,(200)]}\ \text{eV}.$$

The logarithm is 4.67, so $k_BT_x=0.096$ eV and $T_x=1118$ K. Below this temperature the smaller total activation energy wins; above it the larger prefactor wins. A positive crossover temperature requires that one defect have both the larger $Q$ and the larger $A$. If one has the smaller $Q$ and the larger $A$, it leads at all temperatures.

## What the slope of the data means

With $\beta=1/k_BT$ and $D_X^*=A_Xe^{-\beta Q_X}$, differentiation gives

$$-\frac{d\ln D^*}{d\beta}=\frac{Q_VD_V^*+Q_ID_I^*}{D_V^*+D_I^*}.$$

The apparent activation energy is the average of the two $Q_X$, weighted by the flux each defect carries. At 1600 K it is $0.804(4.90)+0.196(4.45)=4.81$ eV, and at 1000 K it is 4.61 eV. Assigning the first value to the vacancy and subtracting its formation energy of 4.0 eV gives the false migration energy of 0.81 eV quoted at the start.

## How far the verdict can be trusted

Raising the interstitial formation energy by $\delta$ multiplies its contribution by $e^{-\delta/k_BT}$. At 1600 K the lead disappears when $\delta=k_BT\ln4.09=0.19$ eV. At 1000 K, lowering the same energy by only 0.05 eV would remove the vacancy's lead. The second verdict is the more fragile.

Other neglected effects can be sized with rough inputs. A donor density of $10^{17}$ cm⁻³ changes the number of singly charged defects by about 0.1% at 1600 K and 3% at 1000 K, taking free-electron masses and band gaps of 0.6 and 0.8 eV; an intrinsic carrier density near $10^{18}$ cm⁻³ at 1000 K, closer to silicon, raises the second figure to 5–6%. A charged state costing 0.3 eV more than the neutral one would add 11% and 3% to a defect's population. With a binding energy of 1.6 eV, there is about one vacancy pair per 800 vacancies at 1600 K, and far fewer at 1000 K. Direct exchange of neighbouring atoms, with a 4.6 eV barrier and an attempt rate of $10^{13}$ s⁻¹, supplies less than $10^{-4}$ of $D^*$ at both temperatures if it carries no entropy; an entropy of $3.3k_B$ would raise this to about $10^{-3}$, and about $8k_B$ would be needed to reach 10%. A tracer of mass 30 instead of 28 changes a jump rate by about 3% if the rate varies as the inverse square root of the mass. The figures for charged defects and pairs are populations, so their effect on $D^*$ also depends on their mobility. If they are about as mobile as the neutral single defects, none of these effects, at the sizes assumed, reverses either verdict. The 0.3 eV is an assumption: at 1000 K an equally mobile charged interstitial costing less than 0.03 eV extra, or 0.09 eV with a twofold degeneracy, would remove the vacancy's lead, and at 0.3 eV a charged state of the losing defect about 25 times as mobile as its neutral form would reverse either verdict.

The assumption of independent jumps is less secure. At 1600 K the interstitial makes $1.2\times10^{12}$ jumps per second, which leaves it only about eight periods of a $10^{13}$ s⁻¹ vibration between jumps. With a barrier of 0.90 eV, this rate requires a total jump prefactor of $8\times10^{14}$ s⁻¹, or $7\times10^{13}$ s⁻¹ for each of the twelve possible kick-out jumps. The chosen $D_0$ therefore includes a migration entropy of about $1.9k_B$ relative to that vibration frequency. Some memory of the previous jump is then possible, and its effect on $D^*$ has not been calculated here.

Equilibrium also takes time. For defects diffusing through a half-thickness of 0.3 mm without being trapped, $L^2/D_V$ is 24 s at 1600 K and 167 s at 1000 K. A root-mean-square tracer spread of 5 nm along one direction takes $x^2/(2D^*)=0.23$ s at 1600 K, so deep inside the wafer the calculated value applies only if the defects have already equilibrated. At 1600 K the diffusion time is not the whole story. With the recombination radius of 0.5 nm used below, vacancy–interstitial pairs form and recombine in the bulk in well under a millisecond. An interior that starts empty then has equal numbers of both defects with the equilibrium product, so interstitials are $\sqrt{2.72}=1.65$ times and vacancies 0.61 times their equilibrium numbers, and $D^*$ is 1.44 times too large. Coupled diffusion brings $D^*$ at the centre within 5% of its equilibrium value in about 7 s. Within about a micrometre of a surface that freely supplies and absorbs defects, they come close to equilibrium in less than that time. At 1000 K the same spread takes $1.9\times10^8$ s, about six years.

In real silicon the activation energy of self-diffusion measured at high temperature is roughly 4.8 eV, close to the model's high-temperature value, and both kinds of defect are believed to contribute. Tracer data fix the sum of the products $f_Xc_XD_X$ much better than the separate concentrations and diffusivities. The equal formation energies were chosen for clarity, and uncertainties of a few tenths of an eV in real ones are enough to move or remove the crossover. The example therefore shows what can happen, and does not settle which defect leads in silicon at a given temperature.

Device processing can break the assumption of equilibrium, since implantation and surface oxidation can inject interstitials. Take a tenfold interstitial excess at 1000 K, and suppose first that recombination has had time to return the product $c_Ic_V$ to its equilibrium value, so that vacancies have fallen tenfold. Then

$$D^*=10(2.38\times10^{-22})+0.1(4.12\times10^{-22})=2.4\times10^{-21}\ \text{cm}^2/\text{s},$$

which is 3.7 times the equilibrium value, with almost all the flux carried by interstitials.

That supposition can fail when defects are so few. If a vacancy and an interstitial recombine on coming within $r=0.5$ nm, a vacancy survives for about $1/[4\pi r(D_V+D_I)C_I]$, where $C_I$ is the number of interstitials per unit volume. Here this is about 5000 s, much longer than the 167 s in which vacancies can diffuse in from the surfaces. If the surfaces keep the vacancies at their equilibrium number, $D^*$ rises by a factor of 4.3 instead, and interstitials carry 85% of the flux.

In both cases interstitials are also the more numerous defect, so counting would name the right carrier, but the size of the change still follows from the products. The main parameters of the example are collected in the numerical output below.

## Numbers as computed

```
Correlation factor, vacancy: 0.5001
  shift on enlarging cluster: -3.5e-04
Correlation factor, interstitial: 0.7273
  shift on enlarging cluster: -2.0e-05
Mean cosine, vacancy: -0.3332; interstitial: -0.0303
Simulation: 1000 sites, 3 vacancies, 1 interstitial
  jump-rate ratio I/V: 2
  D ratio I/V: 5.33
  spread rate x sites, units (a/4)^2 per vacancy jump time:
  V only: measured 4.49, formula 4.50
  I only: measured 11.43, formula 11.64
  both:   measured 16.12, formula 16.14
Lattice constant: 0.54 nm; sites: 5.08e+22 cm^-3
V: Ef 4.0 eV, S 10.0 k, Em 0.45 eV, D0 0.001 cm^2/s
I: Ef 4.0 eV, S 9.0 k, Em 0.9 eV, D0 0.2 cm^2/s
Crossover temperature: 1118 K
Rough inputs: doping 1e+17 cm^-3, pair binding 1.6 eV
  charged state +0.3 eV, exchange barrier 4.6 eV
  attempt rate 1e+13 1/s, half wafer 0.03 cm
--- T = 1600 K, kT = 0.1379 eV
C_V 2.81e+14, C_I 1.04e+14 cm^-3
c_V 5.54e-09, c_I 2.04e-09 per site
D_V 3.82e-05, D_I 2.93e-04 cm^2/s
abundance V/I 2.718; f*D ratio I/V 11.123
carried by V 1.06e-13, by I 4.34e-13 cm^2/s
D* 5.40e-13 cm^2/s; I share 80.4 %
ratio I/V 4.092; energy margin 0.194 eV
apparent activation energy 4.812 eV
time for 5.0 nm rms spread: 2.32e-01 s
gap 0.6 eV, n_i 3.5e+19 cm^-3, doping effect 0.14 %
extra charged state adds 11.4 % to a defect
vacancy pairs/vacancies 1.2e-03; exchange/D* 2.2e-05
I jump rate/attempt rate 1.2e-01
defect equilibration time 24 s
--- T = 1000 K, kT = 0.0862 eV
C_V 7.76e+06, C_I 2.85e+06 cm^-3
c_V 1.53e-16, c_I 5.62e-17 per site
D_V 5.40e-06, D_I 5.82e-06 cm^2/s
abundance V/I 2.718; f*D ratio I/V 1.569
carried by V 4.12e-22, by I 2.38e-22 cm^2/s
D* 6.50e-22 cm^2/s; I share 36.6 %
ratio I/V 0.577; energy margin -0.047 eV
apparent activation energy 4.615 eV
time for 5.0 nm rms spread: 1.92e+08 s
gap 0.8 eV, n_i 1.5e+18 cm^-3, doping effect 3.45 %
extra charged state adds 3.1 % to a defect
vacancy pairs/vacancies 3.5e-08; exchange/D* 3.7e-05
I jump rate/attempt rate 2.4e-03
defect equilibration time 167 s
Tracer mass 30 vs 28, rate change: 3.4 %
```
